Direct and Mirrored Self-Images in a Strongly Confined Multimode Interferometer

A light profile enters a silicon strip 6 µm wide, 1.5 µm to one side of its axis. The quadratic theory of self-imaging predicts its mirror image after 269.43 µm. When the full slab-mode propagation constants are used, the squared overlap with that image is 0.78 at the predicted length, but it rises to 0.97 at 265.04 µm. The quadratic spacing of the modes explains why an image forms at all, and the next term in the same expansion explains why the best one comes early.

Consider a guide that is uniform along z, with core index n for |y| < W/2 and cladding index n_c outside. Let λ be the vacuum wavelength, k0 = 2π/λ and k = nk0. In atomic units the speed of light is 1/α, with α the fine-structure constant, so that k0 = αω. Fields vary as exp[i(βz − ωt)]. Loss, reflection and changes of index along z are left out. The lateral mode function F(y) obeys

F″ + (k0²n_j² − β²)F = 0

in each region, where n_j is the local index. If the electric field is parallel to the side walls, F is that field, and F and F′ are continuous. If the electric field is normal to the walls, F is the magnetic field component parallel to them, and F and F′/n_j² are continuous.

Inside the core F oscillates with wavenumber κ, and outside it decays at rate γ:

κ² = k² − β²,  γ² = β² − k0²n_c².

Adding these relations gives

γ² = γ0² − κ²,  γ0² = k0²(n² − n_c²).

For an even mode, F = cos(κy) inside and F is proportional to exp(−γ|y|) outside. Dividing the condition on the derivative by the condition on F at y = W/2 gives

tan(κW/2) = sγ/κ,

where s = 1 for a field parallel to the walls and s = n²/n_c² for a field normal to them. For an odd mode, F = sin(κy) gives −cot(κW/2) = sγ/κ, which is tan(κW/2 − π/2) = sγ/κ. Number the modes ν = 0, 1, 2, …, with even and odd modes alternating. Both conditions then read

κW/2 − νπ/2 = arctan(sγ/κ) = π/2 − arctan[κ/(sγ)].

With m = ν + 1, multiplication by 2 gives

κW = mπ − 2 arctan[κ/(sγ)].

Strong confinement means κ ≪ γ0 and κ ≪ sγ0 for the modes that carry the input. Then γ ≈ γ0, the arctangent equals its argument to leading order, and

κ[W + 2/(sγ0)] = mπ,

κ = mπ/W_e,  W_e = W + 2/(sγ0).

The modes therefore behave as if hard walls stood slightly outside the physical ones, at the same place for every mode. This common effective width fails for modes near cutoff, where γ is small and the field reaches far into the cladding.

The propagation constant is β = k√(1 − κ²/k²). To second order in κ/k,

β_m ≈ k − κ²/(2k) = k − m²π²/(2kW_e²).

Define a length Λ by π²/(2kW_e²) = π/Λ. Then

Λ = 2kW_e²/π = 4nW_e²/λ,

β_m ≈ k − πm²/Λ.

In terms of ν, the difference between the lowest mode and mode ν is π[(ν + 1)² − 1]/Λ = πν(ν + 2)/Λ. The two lowest modes differ by 3π/Λ, so their beat length, over which their relative phase changes by π, is Λ/3.

Let the input be Ψ(y,0) = Σ c_m φ_m(y), a sum over guided modes. The results below hold for any such sum. Any part of the input outside it radiates away and cannot return. At distance z,

Ψ(y,z) = exp(ikz) Σ c_m φ_m(y) exp(−iπm²z/Λ).

At z = pΛ, with p a positive integer, the modal factor is exp(−iπpm²) = (−1)^(pm), because m² and m are both even or both odd. For even p every factor is 1, so

Ψ(y,2Λ) = exp(2ikΛ) Ψ(y,0).

This is the direct image. For odd p the factor is (−1)^m = −(−1)^ν. The modes of the symmetric guide satisfy φ_m(−y) = (−1)^ν φ_m(y), hence

Ψ(y,Λ) = −exp(ikΛ) Ψ(−y,0).

This is the mirrored image. Reflection about the axis leaves the even part of a field unchanged and reverses the odd part. Over the length Λ the guide does just this, apart from a common phase.

Within the quadratic law, these are the only lengths that work for every input. An image may carry a common phase, so what matters is the phase of each mode relative to the lowest one. After a length L that factor is exp[−iν(ν + 2)θ], with θ = πL/Λ. Suppose the three lowest modes are present. A direct image requires the factor to be 1 for ν = 1 and ν = 2:

3θ = 2πa,  8θ = 2πb,

with a and b integers. Since θ = 9θ − 8θ,

θ = 2π(3a − b),

so L is an even multiple of Λ. A mirrored image requires the factors −1 and +1:

3θ = π + 2πa,  8θ = 2πb,

θ = 3π + 6πa − 2πb,

which is an odd multiple of π, so L is an odd multiple of Λ. The third mode is essential to the argument. With the two lowest modes alone, only 3θ is constrained, and images appear at every multiple of Λ/3, mirrored for odd multiples and direct for even ones.

Inputs with a symmetry can also return sooner. A symmetric input contains only odd m = 2j + 1, for which m² = 4j(j + 1) + 1. One of j and j + 1 is even, so m² exceeds a multiple of 8 by 1. At z = Λ/4 every mode then has the factor exp(−iπ/4), and the whole profile is restored.

The half length Λ/2 gives a different result. Write f(y) for the input and g(y) = f(−y) for its mirror image. The symmetric part (f + g)/2 has odd m, whose squares exceed a multiple of 4 by 1, so it acquires the factor −i. The antisymmetric part (f − g)/2 has even m, whose squares are multiples of 4, so its factor is 1. Therefore

Ψ(y,Λ/2) = exp(ikΛ/2)[−i(f + g)/2 + (f − g)/2]

= exp(ikΛ/2)[(1 − i)f − (1 + i)g]/2.

Both coefficients have squared magnitude 1/2. If f and g do not overlap, the guide divides the power equally between the input position and its mirror position, and the mirrored copy carries the factor −i relative to the direct one.

The mirrored, direct and symmetric-input images, and the absence of other image lengths for a general input, were tested on the hard-wall paraxial equation, with a basis of 90 polynomials that vanish at the walls. That calculation assumes neither sine-shaped modes nor a quadratic spectrum. With x = 2y/W_e, the input was (1 − x²) exp[−(x − 0.3)²/(2·0.12²) + 4ix], whose peak magnitude is about 0.9. The largest field errors of the mirrored and direct images were 2.4×10⁻¹⁰ and 2.2×10⁻¹⁰. A scan from 0 to 2.2Λ found no squared overlap above 0.9 farther than 0.03Λ from the derived lengths and the starting point. The largest value outside those intervals was 0.742, a partial resemblance rather than an image.

The example is a fully etched silicon layer 0.22 µm thick, surrounded by oxide, at λ = 1.55 µm, or a photon energy of 0.7999 eV. The indices are set to 3.48 for silicon and 1.44 for oxide. These are chosen inputs, close to the real values of about 3.5 and 1.4. The electric field is horizontal. It is parallel to the top and bottom faces, so the mode equation with s = 1 applies to the vertical direction. Its lowest root gives the effective index n = 2.8514, which then serves as the core index of the lateral problem. There the field is normal to the side walls, and

s = (2.8514/1.44)² = 3.921,

W_e = 6.00 + 2/(3.921 × 9.976) = 6.051 µm,

where γ0 = 9.976 µm⁻¹. The imaging length follows:

Λ = 4 × 2.8514 × 6.0511²/1.55 = 269.43 µm = 2.694×10⁵ nm.

The direct image is predicted at 538.87 µm, or 5.389×10⁵ nm, and a symmetric input returns at 67.36 µm. These digits serve the comparison within the model; they are not a claim of fabrication accuracy.

To find the error of the quadratic law, carry both approximations one order further. First,

κ/(sγ) ≈ κ/(sγ0) + κ³/(2sγ0³).

With arctan x ≈ x − x³/3, this gives

2 arctan[κ/(sγ)] ≈ 2κ/(sγ0) + ηκ³/(sγ0³),

η = 1 − 2/(3s²).

The linear term is already contained in W_e. Let κ0 = mπ/W_e. The mode equation becomes κW_e = mπ − ηκ³/(sγ0³), so that

κ ≈ κ0 − ηκ0³/(sγ0³W_e),

κ² ≈ κ0² − 2ηκ0⁴/(sγ0³W_e).

Insert this in β ≈ k − κ²/(2k) − κ⁴/(8k³). The correction to the quadratic propagation constant is

δβ_m = −κ0⁴/(8k³) + ηκ0⁴/(skγ0³W_e).

The first term comes from expanding the square root, and the second from the dependence of wall penetration on the mode. They have opposite signs here, and the second is only 4.3% of the first in magnitude. The first term alone changes the phase at Λ by the magnitude

κ0⁴Λ/(8k³) = m⁴π³/(4k²W_e²).

This is below π/4 when m⁴ < k²W_e²/π², that is,

m < √(kW_e/π) = √(11.5585 × 6.0511/π) = 4.72.

Thus four modes meet this criterion, although the guide supports 20 lateral modes. An input feature of width w needs modes up to m of order W_e/w, so its phase error scales as W_e²/(k²w⁴). For a fixed input, widening the guide therefore increases this phase error, even though each individual mode comes closer to the quadratic law. The image tends to worsen as a result, but not necessarily at every step, because the overlap depends on how the modal phases and powers combine.

The beat length shows the effect on the lowest modes. Between m = 1 and m = 2, κ0⁴ changes by 15 units and κ0² by 3 units, measured in their values at m = 1, where κ0 = π/6.0511 = 0.5192 µm⁻¹. The fractional increase of β_1 − β_2 is therefore

[15κ0⁴/(8k³)]/[3κ0²/(2k)] × (1 − 0.043) = (5κ0²/4k²) × 0.957 = 0.0024.

Three beat lengths computed from the slab roots amount to 268.78 µm, which is 0.24% below Λ, as this estimate requires.

The input to the wide section is the fundamental mode profile of an access guide 2 µm wide, centred at y = −1.5 µm. Let P_m be the squared overlap of the normalized profile with mode m, taken with the weight 1/n_j² that makes the modes orthogonal. The power in a mode is also proportional to β_m, but this factor varies by less than 4% over the first six modes, so P_m is close to the fraction of power in mode m. The mirrored input has modal coefficients (−1)^ν c_m, so the squared overlap with the output is

Q(L) = |Σ (−1)^ν P_m exp(iβ_mL)|².

To the same approximation, this is the fraction of input power found in the desired image. The first six modes have P_m = 0.266, 0.444, 0.160, 0.0002, 0.065 and 0.054. The fourth is nearly absent because it has a node close to the centre of the input, where its two signs cancel against the symmetric access profile. All guided modes together contain 0.9997 of the power, so radiation at the entrance cannot explain the reduced image.

Phase errors do explain it. At Λ the slab constants fall below the quadratic ones, giving phase differences of 0.024, 0.124, 0.970 and 2.032 rad for modes 2, 3, 5 and 6. The quartic formula gives 0.024, 0.123, 0.947 and 1.965 rad. The numerical output calls these differences phase leads, since a smaller β makes ωt − βz larger. With the slab constants Q(Λ) = 0.782, and with the quartic ones it is 0.786.

The sign of the error also explains the shorter best length. The higher modes separate in phase from the lowest one faster than the quadratic law predicts, so a shorter guide can compensate for part of the excess. The best length, 265.04 µm, is shorter than Λ by the fraction ε = (269.43 − 265.04)/269.43 = 0.0163. For mode 6 this removes π(6² − 1)ε = 1.79 rad from the relative phase, most of the 2.03 rad error. One change of length varies as m² − 1 and cannot cancel an error varying as m⁴ in every mode, so Q stops at 0.966. About half of the remaining deficit comes from the roughly 1% of the power in modes above the sixth, whose residual phases are the largest. At 2Λ the errors have doubled and the direct image holds 0.664 of the power. Its best length is 529.78 µm, with 0.903.

The computed lengths belong to the effective-index model. That model replaces the full vector field at the etched walls with a lateral slab. Using the silicon index instead of the effective index in s, with everything else fixed, moves Λ by −1.49 µm. This indicates the sensitivity to the wall treatment but does not bound the full vector correction, which can be larger. Junction reflections and wall roughness are also absent from the imaging calculation. A rough propagation loss of 2 dB/cm, a figure typical of narrow single-mode wires and higher than the low modes of a strip this wide usually show, would remove 0.054 dB over Λ, a small amount beside the imaging error of 1.07 dB at that length. At the best length the imaging error is only 0.15 dB, and a loss of that size would be about a third of it.

Fabrication and operating conditions matter through the length tolerance. The mirrored-image power stays above 90% of its peak over a total length range of 6.0 µm. A width increase of 0.020 µm moves Λ by +1.78 µm, close to the estimate 2 × 0.020 × 269.43/6.051. Heating by 50 K, with a rough silicon index slope of 1.8×10⁻⁴ K⁻¹, moves it by +0.79 µm. A wavelength increase of 0.015 µm, with a rough silicon index slope of −0.08 µm⁻¹, moves it by −3.27 µm. Each shift is computed with the other settings fixed. The best length follows Λ only to within a few tenths of a micrometre, because weak high-order modes put a small ripple on Q(L) that moves its maximum. Even so, the wavelength change alone uses more than half of the full tolerance range. For this input and width, the model therefore favours its shortened best length at the operating wavelength over the quadratic value. The length to cut in a real device should come from a full vector calculation, since a change of only 0.034 µm in the effective width moves Λ by 3 µm, half of the tolerance range, and the vector correction to the effective-index wall is of that order.

Computed values

```
vacuum wavelength: 1.550 um
photon energy: 0.7999 eV
rough silicon and oxide indices: 3.48, 1.44
silicon thickness and MMI width: 0.22, 6.00 um
access width and centre offset: 2.00, -1.50 um
effective index n: 2.8514
core wavenumber k: 11.5585 1/um
cladding decay gamma0: 9.9762 1/um
wall factor s: 3.9208
effective width We: 6.0511 um
mirrored image length: 269.43 um = 269434 nm
direct image length: 538.87 um = 538869 nm
symmetric-input image length: 67.36 um
three beat lengths from slab roots: 268.78 um
beat-error ratio, width W to 2W: 3.883
guided lateral modes: 20
grid error of vertical index: 6.3e-06
largest grid error of 12 lateral indices: 3.6e-05
mirror, direct field errors: 2.4e-10, 2.2e-10
symmetric-image field error: 1.2e-13
largest direct overlap away from 0, 2 Lambda: 0.742
largest mirror overlap away from Lambda: 0.742
mode bound sqrt(k We/pi): 4.72
wall/paraxial quartic ratio: -0.0434
m; input power; phase lead at Lambda, slab and quartic (rad):
  1; 0.2663; 0.0015; 0.0015
  2; 0.4439; 0.0243; 0.0243
  3; 0.1595; 0.1238; 0.1228
  4; 0.0002; 0.3939; 0.3880
  5; 0.0645; 0.9698; 0.9474
  6; 0.0539; 2.0323; 1.9645
input fraction in guided modes: 0.99969
mirrored-image power at Lambda: 0.7816
same from quartic constants: 0.7859
best mirrored length: 265.04 um
mirrored-image power there: 0.9658
direct-image power at 2 Lambda: 0.6639
best direct length: 529.78 um
direct-image power there: 0.9025
length window above 90% of mirrored peak: 5.99 um
Lambda shift, width +0.020 um: +1.78 um
rough silicon index slope: -0.08 1/um
Lambda shift, wavelength +0.015 um: -3.27 um
rough silicon thermal index slope: 1.8e-04 1/K
Lambda shift, heating 50 K: +0.79 um
Lambda shift, silicon index in wall factor: -1.49 um
rough propagation loss: 2.0 dB/cm
loss over Lambda: 0.054 dB
```
